# Why chelators prevent metal adsorption but remove bound metal slowly

A chelator that keeps wafers clean in a contaminated rinse can look like the natural cure for wafers that are already contaminated. If it is used that way, the metal may hardly move during the bath. Raising the dose or buying a stronger ligand then costs money and changes almost nothing, if the ligand acts only on metal in solution while the slow step is the departure of metal from the surface.

This section derives that difference for a definite model, puts numbers on it, and shows which changes to a process can speed up removal.

## The model

Let $s$ be the bound metal per wafer area, $N$ the density of adsorption sites, and $m$ the concentration of free metal ions at the surface. The balance is

$$\frac{ds}{dt}=k_a m(N-s)-k_d s. \tag{1}$$

The first term is arrival on empty sites and the second is spontaneous desorption. All sites are taken as equal. Complexed metal does not adsorb, the ligand does not attack bound metal, and the surface is not etched. The bath is well stirred.

In solution the ligand binds metal one to one. With free ligand concentration $L$ and complex concentration $c_{ML}$, the conditional stability constant (the value at the pH and composition of the bath) is $K=c_{ML}/(mL)$. The total dissolved metal is therefore

$$c=m+c_{ML}=m(1+KL),\qquad m=\frac{c}{\alpha},\qquad \alpha=1+KL. \tag{2}$$

Two conditions enter here. Complexation must be fast compared with adsorption and desorption, and the ligand must be in such excess that $L$ stays constant.

The ligand thus divides the arrival term of (1) by $\alpha$ at given $c$. It does not appear in the departure term.

## Two bounds

**Removal.** Move the desorption term of (1) to the left and multiply by $e^{k_dt}$. The left side becomes the derivative of a product:

$$\frac{d}{dt}\left(s\,e^{k_dt}\right)=k_a m(N-s)\,e^{k_dt}\ge 0,$$

since $m\ge0$ and $s\le N$. Integration from 0 to $t$, with $s(0)=s_0$, gives

$$s(t)\ge s_0e^{-k_dt}. \tag{3}$$

Nothing was assumed about how $m$ varies in time. Within this model the limit therefore holds for a ligand of any strength or dose. The best a ligand can do is to make the arrival term vanish.

**Prevention.** Now start with a clean wafer and a closed bath containing dissolved metal $c_0$. Metal can only pass from bath to wafer at first, and the wafer can never hold a negative amount, so $c\le c_0$ and $m\le c_0/\alpha$. Also $N-s\le N$. With the adsorption velocity $v=k_aN$, equation (1) gives

$$\frac{ds}{dt}+k_ds\le\frac{vc_0}{\alpha}.$$

Multiplying by $e^{k_dt}$ and integrating from $s(0)=0$ yields $s\,e^{k_dt}\le (vc_0/\alpha)(e^{k_dt}-1)/k_d$, or

$$s(t)\le\frac{vc_0}{\alpha}\,\frac{1-e^{-k_dt}}{k_d}. \tag{4}$$

The strength of the ligand enters (4) through $\alpha$ and is absent from (3). That is the asymmetry.

## What happens in a closed bath

The bounds do not say how a bath without ligand performs. For that, let $a$ be the wafer area per bath volume. Metal is conserved, so $c=c_0+a(s_0-s)$. At low coverage $N-s\approx N$, and (1) becomes

$$\frac{ds}{dt}=\frac{v}{\alpha}(c_0+as_0-as)-k_ds
=\frac{v}{\alpha}(c_0+as_0)-\lambda s,\qquad \lambda=k_d+\frac{va}{\alpha}.$$

The right side vanishes at the plateau $s_p$. Subtracting the plateau leaves $d(s-s_p)/dt=-\lambda(s-s_p)$, so

$$s(t)=s_p+(s_0-s_p)e^{-\lambda t},\qquad s_p=\frac{v(c_0+as_0)}{\alpha\lambda}. \tag{5}$$

For a contaminated wafer in an initially clean bath, $c_0=0$ and

$$\frac{s_p}{s_0}=\frac{va/\alpha}{k_d+va/\alpha}=\frac{va}{\alpha k_d+va}. \tag{6}$$

This fraction is the floor left by readsorption. A ligand lowers it. The ligand also lowers $\lambda$ towards $k_d$: without ligand the wafer settles faster, but to a dirtier end state.

Two limits show when the ligand matters for removal. If $va\ll k_d$, as with one wafer in a large volume of clean liquid, the floor is negligible without any ligand. If $va\gg k_d$, almost all the metal stays on the wafer in an unchelated closed bath, and a ligand with $\alpha k_d\gg va$ makes a large difference. Even then the removal rate does not exceed $k_ds$.

To find the time needed to reach a target $s_t$, set $s=s_t$ in (5) and take the logarithm:

$$t=\frac1\lambda\ln\frac{s_0-s_p}{s_t-s_p}. \tag{7}$$

This requires $s_t>s_p$; otherwise the bath never reaches the target.

## How large the difference is

Take $k_d=5\times10^{-4}\ \mathrm{s^{-1}}$, $v=5\times10^{-5}$ cm/s, $a=1.8\ \mathrm{cm^{-1}}$ and $N=5\times10^{14}\ \mathrm{cm^{-2}}$. The ligand has $K=10^8$ L/mol and $L=10^{-4}$ mol/L, so $\alpha=1+10^4=10001$. Both treatments last 600 s. These values are held fixed with and without ligand.

**Clean wafer, contaminated bath.** The bath holds $c_0=10^{13}\ \mathrm{cm^{-3}}$. Without ligand, $\lambda=5\times10^{-4}+9\times10^{-5}=5.9\times10^{-4}\ \mathrm{s^{-1}}$. Since $s_0=0$, equation (5) gives

$$s=vc_0\frac{1-e^{-\lambda t}}{\lambda}
=5\times10^8\times\frac{1-e^{-0.354}}{5.9\times10^{-4}}
\approx2.53\times10^{11}\ \mathrm{cm^{-2}}.$$

With ligand, $vc_0/\alpha\approx5\times10^4\ \mathrm{cm^{-2}s^{-1}}$ and $\lambda\approx k_d$:

$$s\approx5\times10^4\times\frac{1-e^{-0.3}}{5\times10^{-4}}
\approx2.59\times10^7\ \mathrm{cm^{-2}}.$$

The ratio is about 9750, slightly below $\alpha$. The formula shows why: without ligand the wafer takes enough metal to deplete the bath a little, which appears as the larger $\lambda$.

**Contaminated wafer, clean bath.** The wafer carries $s_0=10^{12}\ \mathrm{cm^{-2}}$. Without ligand, (6) gives a floor of $9\times10^{-5}/(5.9\times10^{-4})=0.1525$. After 600 s,

$$\frac{s}{s_0}=0.1525+(1-0.1525)e^{-0.354}\approx0.747.$$

With ligand, $s/s_0\approx e^{-0.3}=0.741$. A ligand that cut uptake nearly ten-thousandfold has changed the removal achieved in ten minutes from about 25% to 26%.

The ligand's benefit appears later. Without it the wafer keeps 15% of its metal indefinitely; with it the final fraction is $1.8\times10^{-5}$. To reach $10^{10}\ \mathrm{cm^{-2}}$, equation (7) gives approximately

$$t\approx\frac{\ln100}{k_d}=\frac{4.605}{5\times10^{-4}\ \mathrm{s^{-1}}}\approx9210\ \mathrm{s}\approx2.56\ \mathrm{h}.$$

A ligand with $K$ a thousand times larger shortens this by only about 3 s. By contrast, a modest ligand already makes the target reachable: requiring $s_p/s_0<0.01$ in (6) gives $\alpha>99\,va/k_d=99\times0.18\approx18$. Close to that threshold the approach is slow, so a margin is useful, but $\alpha=10^4$ is far beyond the point of diminishing return for removal.

These results were compared with numerical integration of the full rate equations, which include site saturation, finite complexation rates and ligand consumption. Equation (5) agreed within 0.2% in all four ten-minute cases. For removal with $K=10^4$, $10^6$, $10^8$ and $10^{11}$ L/mol, the metal left after 600 s never fell below limit (3), within numerical error. The ten-minute results without ligand and with $K=10^8$ L/mol are listed in the numerical output.

## Why a strong driving force does not help

The tiny final fraction shows that equilibrium strongly favours complexed metal over bound metal. It does not say how fast that equilibrium is reached. In this model a bound ion must first leave unaided; only then can the ligand catch it. The ligand prevents its return.

A direct route would change this. Suppose the ligand pulls metal off the surface at the rate $k_LLs$. The reverse process must then exist too: a complex delivers its metal to an empty site, at the rate $k_xc_{ML}(N-s)$. At equilibrium each route must balance separately:

$$k_ds=k_am(N-s),\qquad k_LLs=k_xc_{ML}(N-s).$$

Dividing the second equation by the first and using $c_{ML}=KLm$ gives

$$\frac{k_LL}{k_d}=\frac{k_xKL}{k_a}\quad\Longrightarrow\quad k_x=\frac{k_Lk_a}{k_dK}. \tag{8}$$

If complexes cannot deliver metal in this way, $k_x=0$ and hence $k_L=0$. For this route, "only free ions adsorb" and "only spontaneous desorption removes metal" are therefore the same assumption. The assumption is a strict one: (8) gives $k_LL/k_d=(k_x/k_a)KL$, so for a strong ligand even a very small $k_x/k_a$ opens a route that competes with spontaneous desorption. With $KL=10^4$, a ratio $k_x/k_a=10^{-4}$ already doubles the removal constant. At the same ratio and $K=10^9$ L/mol, the fraction left after 600 s would be 0.037, against 0.741 from limit (3). Finding that complexes adsorb only weakly therefore does not establish (3).

When the route is open and complexation is fast, its net contribution to $ds/dt$ is

$$k_xKLm(N-s)-k_LLs=\frac{k_LL}{k_d}\left[k_am(N-s)-k_ds\right].$$

The whole right side of (1) is multiplied by $1+k_LL/k_d$. Removal and uptake both run faster, and the plateau is unchanged. In the example the factor is 2 when $k_L=k_d/L=5$ L/(mol s). The fraction left after 600 s then falls from 0.741 to $e^{-0.6}=0.549$, while uptake on a clean wafer rises from $2.59\times10^7$ to $4.51\times10^7\ \mathrm{cm^{-2}}$. Uptake does not quite double because desorption already limits it during the bath.

This offers a diagnosis. Measure the removal constant at several ligand concentrations, all high enough to suppress readsorption, with pH and temperature fixed. If it does not change, an assisted route with a rate proportional to $L$ does not contribute measurably; a route already saturated with ligand would not show up in this test. If it rises linearly with $L$, and returns of metal from the liquid next to the wafer are negligible, the slope is $k_L$. Such returns can also make the constant rise with $L$ before it levels off, an effect treated in the next section.

## When the ligand does speed up removal

Stirring leaves a diffusion film of thickness $\delta$ at the wafer. An ion that has just desorbed can return before it crosses the film. Let $m_w$ be the free-ion concentration at the wall, with clean liquid beyond the film. Without ligand and in steady state, the net flux off the surface equals the diffusive flux:

$$k_ds-vm_w=\frac{D}{\delta}m_w
\quad\Longrightarrow\quad
m_w=\frac{k_ds}{v+D/\delta}.$$

The removal flux $(D/\delta)m_w$ then corresponds to the constant

$$k_{\rm eff}=\frac{k_d}{1+v\delta/D}. \tag{9}$$

The steady state is justified when the film time $\delta^2/D$ is short compared with $1/k_d$.

A strong ligand captures ions inside the film with rate constant $k_fL$. If release from the complex is negligible, the free ions obey $D\,m''=k_fLm$. With $m=m_w$ at the wall and $m=0$ at $x=\delta$,

$$m(x)=m_w\frac{\sinh[(\delta-x)/\mu]}{\sinh(\delta/\mu)},\qquad \mu=\sqrt{\frac{D}{k_fL}}.$$

The wall flux $-Dm'(0)$ is $Dm_w/[\mu\tanh(\delta/\mu)]$. Comparison with $Dm_w/\delta$ shows that $\delta$ in (9) is replaced by the shorter length $\mu\tanh(\delta/\mu)$.

For $D=10^{-5}\ \mathrm{cm^2/s}$, $\delta=0.002$ cm and $k_f=10^6$ L/(mol s), $\mu$ is 3.16 µm. The ratio $k_{\rm eff}/k_d$ is 0.990 without ligand and 0.998 with it, so a film this thin, which takes strong agitation, hardly matters. In gently flowing liquid the film can be ten or more times thicker; for $\delta=0.03$ cm, equation (9) gives 0.87 without ligand, and returns are no longer negligible. If instead $\delta$ stayed at 0.002 cm and $v$ were a hundred times larger, $v\delta/D$ would be 1 and the ratios would be 0.50 and about 0.86. The ligand would then speed up removal visibly, by stopping returns. The ceiling would still be $k_d$.

## Real rinses

The example pictures a trace metal on oxidised silicon in a warm, near-neutral chelating rinse. Its parameters are round choices, not measurements, and $k_d$ in particular must be measured for a given metal, surface and solution. If the metal were zinc, the bath would hold about 1.1 ppb by mass, which is dirty for modern process chemicals, and $10^{12}\ \mathrm{cm^{-2}}$ is a heavily contaminated wafer. Site occupation stays below about 0.2%, and the bath metal uses about 0.02% of the ligand; other metals, such as calcium, could use much more. Four other assumptions can change the result much more than these small fractions suggest:

- **No etching.** Suppose etching at mean rate $r$ removes an oxide layer of thickness $h$ in small patches at random, and the metal leaves with them. The departure constant then becomes $k_d+r/h$. For $h=0.3$ nm, this constant doubles at $r=k_dh=1.5\times10^{-4}$ nm/s, or 0.009 nm/min. Hot ammonia–peroxide cleans etch oxide at very roughly 0.1 nm/min, of order ten times this threshold. The slow exponential above is therefore not a prediction for such a clean.
- **Fixed temperature.** The example is at 333 K. If $k_d=(k_BT/h_P)e^{-E/k_BT}$, with $h_P$ Planck's constant, the chosen $k_d$ implies $E\approx1.07$ eV. A bath 10 K warmer then has a $k_d$ about three times larger. This factor depends on the assumed prefactor.
- **Equal sites.** Real surfaces have stronger and weaker sites. If the barriers of the bound ions have a Gaussian spread of standard deviation 0.03 eV about the single value above, and nothing readsorbs, 8.6% of the metal remains at the time when equal sites would leave 1%. The strongly bound tail controls the end of the clean.
- **Instant complexation.** Suppose that, when the ligand starts to act, the metal is present as free ions spread evenly through the liquid right up to the wafer. They are captured with time constant $1/(k_fL)=0.01$ s. Before capture they deposit about $vc_0/(k_fL)=5\times10^6\ \mathrm{cm^{-2}}$. About $3.7\times10^6$ of this remains after 600 s, adding 14% to the chelated uptake. In this case the addition grows in inverse proportion to $k_f$ as long as capture remains short compared with the bath. Metal that enters the bath away from the wafer must first cross the diffusion film, which takes about $\delta^2/D=0.4$ s for the 0.002 cm film above. Most of it is captured on the way, and the deposit is smaller by a factor of about 280. In both cases slowly complexing metals are less well protected.

## What to do

For prevention, have the ligand dissolved and mixed before metal or wafers enter, and judge it by $\alpha$ at the actual pH, with competing metals included, and by how fast it captures the metal. Metal that arrives as free ions can adsorb before it is captured, and a larger $K$ does not reduce that part. Under the conditions of (4), each tenfold increase in $\alpha$ lowers the ceiling on uptake tenfold.

For removal, use enough ligand, or enough fresh liquid, to bring the readsorption floor well below the target. Once that is done, and provided $\alpha\gg v\delta/D$ and the ligand does not detach metal directly, a larger $K$ has little left to improve. If returns within the diffusion film are important, faster capture (a larger $k_fL$) can still help, up to $k_d/[1+v\delta/(\alpha D)]$, because complexes release some metal inside the film; this approaches the ceiling $k_d$ only for a strong ligand. A thinner film helps too, but with a ligand that is both fast and strong the gain is small until $\delta$ is brought down to about the capture length $\mu$. Speed beyond that must come from the departure step: a warmer bath, a slight controlled etch, or a chemistry shown to detach the metal directly. Etching and chelation work well together in this picture, since one releases the metal and the other keeps it from returning. The oxide loss, roughness and materials exposed on the wafer set how far either heat or etching can be taken.

If a process allows only minutes, $1/k_d$ is half an hour, as here, and neither etching nor a direct route detaches the metal, the chelator belongs in the bath before contamination occurs.

## Computed results

```
INPUTS (chosen, rough regime)
site density N: 5e+14 cm^-2
desorption constant kd: 0.0005 s^-1
adsorption velocity v: 5e-05 cm/s
wafer area per bath volume a: 1.8 cm^-1
stability constant K: 1e+08 L/mol
ligand concentration L: 0.0001 mol/L
complexation constant kf: 1e+06 L/(mol s)
metal in contaminated bath: 1e+13 cm^-3
same as zinc, by mass in water of 1 g/cm3: 1.09 ppb
metal on contaminated wafer: 1e+12 cm^-2
target: 1e+10 cm^-2
bath time: 600 s
temperature: 333.15 K
diffusivity D: 1e-05 cm^2/s
film thickness delta: 0.002 cm
PREVENTION AND REMOVAL (full kinetics)
alpha: 10001
uptake without ligand: 2.526e+11 cm^-2
uptake with ligand: 2.592e+07 cm^-2
uptake ratio: 9745
fraction left, no ligand: 0.7473
fraction left, ligand: 0.7408
limit exp(-kd t): 0.7408
final fraction left, no ligand: 0.1525
final fraction left, ligand: 1.8e-05
relaxation constant, no ligand: 0.00059 s^-1
relaxation constant, ligand: 0.000500009 s^-1
time to target, ligand: 9213.7 s
time to target, ligand: 2.56 h
time to target, K 1000 times larger: 9210.3 s
NEGLECTED EFFECTS
largest site occupation: 0.2 %
ligand used by bath metal: 0.017 %
film: removal constant / kd, no ligand: 0.9901
film: removal constant / kd, ligand: 0.9984
capture reaction layer mu: 3.16 um
capture time 1/(kf L): 0.01 s
extra uptake if metal enters free: 3.7e+06 cm^-2
that extra relative to uptake: 14.3 %
barrier implied by kd (prefactor kB T/h): 1.07 eV
kd factor for a bath 10 K warmer: 3.04
assumed barrier spread (std. dev.): 0.03 eV
fraction left at time to target, equal sites: 0.01
same with barrier spread: 0.086
assisted constant doubling removal: 5 L/(mol s)
fraction left at bath time, assisted: 0.5488
uptake with ligand, assisted: 4.512e+07 cm^-2
oxide layer assumed for lift-off: 0.3 nm
etch rate doubling removal: 0.009 nm/min
```
